# Absorption coefficient of PMMA at 13.5 nm from atomic scattering factors: a program that tests the result

```python
"""
Result under test: linear absorption coefficient of PMMA (C5H8O2) at 13.5 nm,
    alpha = 2 r_e lambda (rho N_A / M) sum_i count_i f2_i,
intensity ~ exp(-alpha z). r_e: classical electron radius; rho: mass density;
M: molar mass of the repeat unit; f = f1 - i f2: atomic scattering factor.
The f2 inputs are rough two-figure roundings of standard tabulated values.
They are checked by photoionization of atoms in a Herman-Skillman central field.
That check uses Hartree atomic units; film quantities use the units printed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

r_e = const.value("classical electron radius")
bohr = const.value("Bohr radius")
hartree_eV = const.value("Hartree energy in eV")
fine = const.fine_structure
MEGABARN = 1e-22  # m^2

# ---------------- inputs ----------------
wavelength = 13.5e-9          # m
density = 1.19                # g/cm3, rough
f2 = {"H": 0.04, "C": 0.77, "O": 2.7}
f2_half_digit = {"H": 0.005, "C": 0.005, "O": 0.05}
mass = {"H": 1.008, "C": 12.011, "O": 15.999}   # g/mol
valence = {"H": 1, "C": 4, "O": 6}              # estimate of f1
pmma = {"C": 5, "H": 8, "O": 2}
hydrocarbon = {"C": 8, "H": 8}
film_nm = 40.0
dose_mJ_cm2 = 30.0


def unit_density(formula, rho):
    """Repeat units per m^3 for rho in g/cm3."""
    molar = sum(count * mass[el] for el, count in formula.items())
    return rho * 1e6 * const.N_A / molar


def absorption(formula, rho, factors):
    """Linear absorption coefficient in 1/m."""
    total = sum(count * factors[el] for el, count in formula.items())
    return 2 * r_e * wavelength * unit_density(formula, rho) * total


photon_J = const.h * const.c / wavelength
photon_eV = photon_J / const.e
omega = photon_eV / hartree_eV
molar_mass = sum(n * mass[el] for el, n in pmma.items())
number_density = unit_density(pmma, density)
f2_sum = sum(n * f2[el] for el, n in pmma.items())
sigma = {el: 2 * r_e * wavelength * f2[el] for el in f2}
alpha = absorption(pmma, density, f2)
assert 4.5e6 < alpha < 5.5e6


# ------- absorbed power of a driven electron against 2 r_e lambda f2 -------
def oscillator_test():
    w, w0, damping = 1.0, 0.6, 0.2
    light = 1 / fine

    def motion(t, y):
        force = -np.cos(w * t)
        return [y[1], force - damping * y[1] - w0**2 * y[0], force * y[1]]

    period = 2 * np.pi / w
    sol = solve_ivp(motion, (0, 60 * period), [0, 0, 0], method="DOP853",
                    t_eval=[50 * period, 60 * period], rtol=1e-10, atol=1e-12)
    power = (sol.y[2, 1] - sol.y[2, 0]) / (10 * period)
    from_power = power / (light / (8 * np.pi))
    factor = w**2 / (w**2 - w0**2 + 1j * damping * w)
    from_factor = 2 * light**-2 * (2 * np.pi * light / w) * (-factor.imag)
    return from_power / from_factor - 1


oscillator_error = oscillator_test()
assert abs(oscillator_error) < 1e-6

# ------- wave equation in a slab, index built from mass fractions -------
chi = 0j
for el, count in pmma.items():
    mass_fraction = count * mass[el] / molar_mass
    atoms = density * 1e6 * mass_fraction * const.N_A / mass[el]
    chi -= r_e * wavelength**2 / np.pi * atoms * (valence[el] - 1j * f2[el])
index = np.sqrt(1 + chi)
delta = -chi.real / 2
beta = chi.imag / 2


def slab_transmission(thickness_nm):
    k = 2 * np.pi / (wavelength * 1e9)

    def wave(z, y):
        return [y[1], -(k * index)**2 * y[0]]

    sol = solve_ivp(wave, (0, -thickness_nm), [1 + 0j, 1j * k],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    incident = (sol.y[0, -1] + sol.y[1, -1] / (1j * k)) / 2
    return 1 / abs(incident)**2


thick_nm = 400.0
alpha_wave = -np.log(slab_transmission(thick_nm)) / (thick_nm * 1e-9)
assert abs(alpha_wave / alpha - 1) < 0.04            # dropped terms ~ delta
assert abs(alpha_wave * index.real / alpha - 1) < 2e-3  # surface reflection
transmission_beer = np.exp(-alpha * film_nm * 1e-9)
transmission_wave = slab_transmission(film_nm)
assert abs(transmission_wave - transmission_beer) < 0.01
linear_shift = index.imag / beta - 1
local_index = np.sqrt(1 + chi / (1 - chi / 3))
local_shift = local_index.imag / beta - 1


# ---------------- central-field atom and its photoionization ----------------
def bound_states(r, h, potential, l, how_many):
    diagonal = 1 / h**2 + potential + l * (l + 1) / (2 * r**2)
    off = np.full(len(r) - 1, -0.5 / h**2)
    energy, vec = eigh_tridiagonal(diagonal, off, select="i",
                                   select_range=(0, how_many - 1))
    return energy, vec / np.sqrt(h)


def solve_atom(Z, p_electrons, h, box):
    """Self-consistent Slater exchange with a -1/r Latter tail."""
    r = h * np.arange(1, int(round(box / h)) + 1)
    potential = -(1 + (Z - 1) * np.exp(-r)) / r
    previous = np.zeros(3)
    for _ in range(250):
        es, us = bound_states(r, h, potential, 0, 2)
        ep, up = bound_states(r, h, potential, 1, 1)
        levels = np.array([es[0], es[1], ep[0]])
        change = np.max(abs(levels - previous))
        if change < 1e-7:
            break
        previous = levels
        shell = 2 * us[:, 0]**2 + 2 * us[:, 1]**2 + p_electrons * up[:, 0]**2
        inside = h * (np.cumsum(shell) - shell / 2)
        ratio = shell / r
        outside = h * (ratio.sum() - np.cumsum(ratio) + ratio / 2)
        rho = shell / (4 * np.pi * r**2)
        exchange = -3 * (3 * rho / (8 * np.pi))**(1 / 3)
        new = np.minimum(-Z / r + inside / r + outside + exchange, -1 / r)
        potential = 0.6 * potential + 0.4 * new
    assert change < 1e-7
    orbitals = [(0, 2, es[0], us[:, 0]), (0, 2, es[1], us[:, 1]),
                (1, p_electrons, ep[0], up[:, 0])]
    return r, h, potential, orbitals


def continuum(r, h, potential, l, energy):
    """Outward solution normalized per unit energy; the tail is -1/r."""
    step = (2 + 2 * h**2 * (potential + l * (l + 1) / (2 * r**2)
                            - energy)).tolist()
    values = [h**(l + 1)]
    before, now = 0.0, values[0]
    for factor in step[:-1]:
        before, now = now, factor * now - before
        values.append(now)
    u = np.array(values)
    j = len(r) - 5
    x = r[j]
    p = np.sqrt(2 * (energy + 1 / x) - l * (l + 1) / x**2)
    dp = (-1 / x**2 + l * (l + 1) / x**3) / p
    du = (u[j + 1] - u[j - 1]) / (2 * h)
    amplitude2 = p * u[j]**2 + (du + dp * u[j] / (2 * p))**2 / p
    return u * np.sqrt(2 / np.pi / amplitude2)


def photo_cross_section(atom, w):
    """Length-form and velocity-form cross sections in m^2."""
    r, h, potential, orbitals = atom
    result = np.zeros(2)
    for l, electrons, level, u in orbitals:
        if w + level <= 0:
            continue
        padded = np.concatenate(([0.0], u, [0.0]))
        slope = (padded[2:] - padded[:-2]) / (2 * h)
        for lf in (l - 1, l + 1):
            if lf < 0:
                continue
            final = continuum(r, h, potential, lf, w + level)
            length = h * np.sum(final * r * u)
            barrier = (lf * (lf + 1) - l * (l + 1)) / 2
            velocity = h * np.sum(final * (-slope + barrier * u / r)) / w
            weight = electrons * max(l, lf) / (2 * l + 1)
            result += weight * np.array([length**2, velocity**2])
    return 4 * np.pi**2 * fine * w / 3 * result * bohr**2


# Hydrogen: numerical continuum against the closed form.
h_fine, box_main = 0.005, 25.0
r_h = h_fine * np.arange(1, int(round(box_main / h_fine)) + 1)
e_h, u_h = bound_states(r_h, h_fine, -1 / r_h, 0, 1)
hydrogen = (r_h, h_fine, -1 / r_h, [(0, 1, e_h[0], u_h[:, 0])])
sigma_h = photo_cross_section(hydrogen, omega)[0]
eta = 1 / np.sqrt(2 * omega - 1)
sigma_h_closed = (512 * np.pi**2 / 3 * fine * bohr**2 * (0.5 / omega)**4
                  * np.exp(-4 * eta * np.arctan(1 / eta))
                  / (1 - np.exp(-2 * np.pi * eta)))
assert abs(sigma_h / sigma_h_closed - 1) < 5e-3


def model_factors(atoms, w):
    lam = 2 * np.pi / (fine * w) * bohr
    factors = {"H": photo_cross_section(hydrogen, w)[0] / (2 * r_e * lam)}
    for el, atom in atoms.items():
        length, velocity = photo_cross_section(atom, w)
        assert abs(length / velocity - 1) < 1e-3
        factors[el] = length / (2 * r_e * lam)
    return factors


def both_atoms(h, box):
    return {"C": solve_atom(6, 2, h, box), "O": solve_atom(8, 4, h, box)}


atoms_main = both_atoms(h_fine, box_main)
f2_model = model_factors(atoms_main, omega)
alpha_model = absorption(pmma, density, f2_model)
alpha_coarse = absorption(pmma, density,
                          model_factors(both_atoms(0.01, box_main), omega))
alpha_box = absorption(pmma, density,
                       model_factors(both_atoms(0.01, 35.0), omega))
mesh_shift = alpha_coarse / alpha_model - 1
box_shift = alpha_box / alpha_coarse - 1
assert abs(mesh_shift) < 0.01 and abs(box_shift) < 0.005
# The model has no correlation, multiplets or bonding: tens of percent.
for el in f2:
    assert abs(f2_model[el] / f2[el] - 1) < 0.40, (el, f2_model[el])
assert abs(alpha_model / alpha - 1) < 0.30
assert f2_model["O"] > 2 * f2_model["C"]

# Local wavelength exponent: alpha is proportional to lambda * f2(lambda).
scaled = []
for stretch in (0.99, 1.01):
    factors = model_factors(atoms_main, omega / stretch)
    scaled.append(stretch * sum(n * factors[el] for el, n in pmma.items()))
exponent = np.log(scaled[1] / scaled[0]) / np.log(1.01 / 0.99)
assert exponent > 1.2

# ---------------- composition, dose and neglected effects ----------------
share = {el: n * f2[el] / f2_sum for el, n in pmma.items()}
alpha_hydrocarbon = absorption(hydrocarbon, density, f2)
assert share["O"] > 0.5 and alpha_hydrocarbon < 0.8 * alpha
fluence = dose_mJ_cm2 * 1e-3 / photon_J / 1e14        # photons per nm^2
absorbed_top = alpha * 1e-9 * fluence                 # photons per nm^3
rounding = sum(n * f2_half_digit[el] for el, n in pmma.items()) / f2_sum
f1_sum = sum(n * valence[el] for el, n in pmma.items())
thomson = const.value("Thomson cross section")
scatter_ratio = thomson * f1_sum**2 / (2 * r_e * wavelength * f2_sum)
oblique = 1 / np.cos(np.radians(6.0)) - 1
density_shift = 0.02 / density

print(f"wavelength: {wavelength*1e9:.1f} nm")
print(f"photon energy: {photon_eV:.2f} eV")
print(f"classical electron radius: {r_e:.4e} m")
print(f"density (rough input): {density:.2f} g/cm3")
print(f"molar mass of repeat unit: {molar_mass:.3f} g/mol")
print(f"repeat-unit density: {number_density*1e-27:.3f} per nm3")
print(f"2 r_e lambda: {2*r_e*wavelength/MEGABARN:.4f} Mb")
for el in ("H", "C", "O"):
    print(f"{el}: f2 rough table {f2[el]:.2f}, model {f2_model[el]:.3f}; "
          f"sigma {sigma[el]/MEGABARN:.3f} Mb; share {100*share[el]:.1f} %")
print(f"sum of f2 per repeat unit: {f2_sum:.2f}")
print(f"cross section per repeat unit: "
      f"{2*r_e*wavelength*f2_sum/MEGABARN:.2f} Mb")
print(f"PMMA alpha: {alpha*1e-6:.2f} per micrometre")
print(f"PMMA alpha, decadic: {alpha*1e-6/np.log(10):.2f} per micrometre")
print(f"attenuation length 1/alpha: {1e9/alpha:.0f} nm")
print(f"beta: {beta:.5f}")
print(f"delta from valence count: {delta:.4f}")
print(f"alpha from central-field atoms: {alpha_model*1e-6:.2f} per micrometre")
print(f"central-field alpha minus table alpha: "
      f"{100*(alpha_model/alpha-1):.1f} %")
print(f"mesh shift, step 0.010 against 0.005 bohr: {100*mesh_shift:.3f} %")
print(f"box shift, 35 against 25 bohr: {100*box_shift:.4f} %")
print(f"hydrogen cross section, numerical: {sigma_h/MEGABARN:.5f} Mb")
print(f"hydrogen cross section, closed form: {sigma_h_closed/MEGABARN:.5f} Mb")
print(f"oscillator test relative error: {oscillator_error:.1e}")
print(f"model exponent d ln(alpha)/d ln(lambda): {exponent:.2f}")
print(f"C8H8 alpha at same density: {alpha_hydrocarbon*1e-6:.2f} "
      "per micrometre")
print(f"film thickness: {film_nm:.0f} nm")
print(f"film transmission, Beer law: {transmission_beer:.4f}")
print(f"film transmission, wave equation: {transmission_wave:.4f}")
print(f"absorbed fraction, Beer law: {100*(1-transmission_beer):.1f} %")
print(f"incident dose: {dose_mJ_cm2:.0f} mJ/cm2")
print(f"incident photons: {fluence:.1f} per nm2")
print(f"absorbed photons at top surface: {absorbed_top:.3f} per nm3")
print(f"400 nm slab alpha, wave equation: {alpha_wave*1e-6:.3f} per micrometre")
print(f"neglected index nonlinearity: {100*linear_shift:+.2f} % of alpha")
print(f"with Lorentz local field as well: {100*local_shift:+.2f} % of alpha")
print(f"elastic scattering, coherent unit: {100*scatter_ratio:.3f} % of alpha")
print(f"path increase at 6 degrees: {100*oblique:.2f} %")
print(f"worst-case f2 rounding: {100*rounding:.1f} % of alpha")
print(f"density change of 0.02 g/cm3: {100*density_shift:.1f} % of alpha")
print("finished without a failed check")
```

It prints:

```
wavelength: 13.5 nm
photon energy: 91.84 eV
classical electron radius: 2.8179e-15 m
density (rough input): 1.19 g/cm3
molar mass of repeat unit: 100.117 g/mol
repeat-unit density: 7.158 per nm3
2 r_e lambda: 0.7608 Mb
H: f2 rough table 0.04, model 0.033; sigma 0.030 Mb; share 3.3 %
C: f2 rough table 0.77, model 0.864; sigma 0.586 Mb; share 40.2 %
O: f2 rough table 2.70, model 2.737; sigma 2.054 Mb; share 56.4 %
sum of f2 per repeat unit: 9.57
cross section per repeat unit: 7.28 Mb
PMMA alpha: 5.21 per micrometre
PMMA alpha, decadic: 2.26 per micrometre
attenuation length 1/alpha: 192 nm
beta: 0.00560
delta from valence count: 0.0234
alpha from central-field atoms: 5.48 per micrometre
central-field alpha minus table alpha: 5.1 %
mesh shift, step 0.010 against 0.005 bohr: 0.058 %
box shift, 35 against 25 bohr: -0.0039 %
hydrogen cross section, numerical: 0.02516 Mb
hydrogen cross section, closed form: 0.02516 Mb
oscillator test relative error: -7.3e-11
model exponent d ln(alpha)/d ln(lambda): 2.10
C8H8 alpha at same density: 3.39 per micrometre
film thickness: 40 nm
film transmission, Beer law: 0.8118
film transmission, wave equation: 0.8075
absorbed fraction, Beer law: 18.8 %
incident dose: 30 mJ/cm2
incident photons: 20.4 per nm2
absorbed photons at top surface: 0.106 per nm3
400 nm slab alpha, wave equation: 5.339 per micrometre
neglected index nonlinearity: +2.42 % of alpha
with Lorentz local field as well: -0.74 % of alpha
elastic scattering, coherent unit: 0.015 % of alpha
path increase at 6 degrees: 0.55 %
worst-case f2 rounding: 1.7 % of alpha
density change of 0.02 g/cm3: 1.7 % of alpha
finished without a failed check
```
